# Exposed Area and Thiele Modulus of Randomly Overlapping Parallel Cylinders During Coating

Each time step of a vapour-infiltration calculation needs a decision: after the fibres have thickened a little, should the surface that consumes the precursor be made larger or smaller? The answer sets the sink in the diffusion equation. In a model of parallel fibres placed at random and free to overlap, it depends on how open the preform is at that moment, and at intermediate porosities it differs from the answer for a square array.

The geometric relations contain lengths alone and hold in any unit of length; the example is evaluated in angstrom.

## 1. One fibre, then a few

Take a long solid cylinder of radius $r$. Its side area per unit length is $2\pi r$, so a uniform coating enlarges it. With $N$ such cylinders per unit cross-sectional area, all parallel and none touching, the exposed area per total volume and the porosity are

$$S=2\pi N r,\qquad \varepsilon=1-\pi N r^2 .$$

End faces are not counted. This model has no maximum of $S$, but it must fail when neighbours meet. The general result has to reduce to it for $\pi N r^2\ll1$.

## 2. Random axes with overlap

Now let the axes be placed independently, with no regard to overlap, and let the solid be the union of the cylinders. Put $M$ axes at random in a cross-section of area $A$. A given point is void if no axis lies within distance $r$ of it. One axis misses that disc with probability $1-\pi r^2/A$, and the $M$ axes are independent, so

$$\varepsilon=\left(1-\frac{\pi r^2}{A}\right)^M .$$

Let $A\to\infty$ with $M=NA$. Since $\ln(1-x)=-x+O(x^2)$, the logarithm tends to $-NA\,\pi r^2/A=-\pi N r^2$, and

$$\boxed{\varepsilon(r)=e^{-\pi N r^2}} .$$

This limit is the Poisson process of density $N$. Expanding to first order in $\pi Nr^2$ returns the porosity of Section 1.

**Coating keeps the form.** Let every exposed point receive the same thickness $u$, starting from radius $r_0$. The new solid contains every point within $u$ of the old one. For a void point whose nearest axis is at distance $d$, the nearest solid is at distance $d-r_0$. The point stays void if $d-r_0>u$, that is, if $d>r_0+u$. The coated structure is therefore again a union of cylinders on the same axes, with

$$r=r_0+u .$$

This includes the concave corners where two coatings meet. It also assumes that gas reaches every pore. Under a uniform coating, a straight parallel pore does not close at its ends before it closes inside. Equal access is a further condition, examined in Sections 6 and 7; without it, the ends are coated most and can close first.

## 3. The exposed area

A coating of thickness $dr$ fills the volume fraction $S\,dr$, because corner corrections are of order $dr^2$. The void loses the same amount, $-d\varepsilon=S\,dr$, so

$$S=-\frac{d\varepsilon}{dr}=2\pi N r\,e^{-\pi N r^2}.$$

A second argument confirms the factor. The total perimeter of all circles, covered or not, is $2\pi N r$ per unit area. A point on one circle is exposed if no other axis lies within $r$. The other axes are independent of the chosen one and still have density $N$, so this probability is $e^{-\pi N r^2}$. The product is the same $S$.

If porosity is the stored variable, $r=\sqrt{-\ln\varepsilon/(\pi N)}$ gives

$$S=2\varepsilon\sqrt{-\pi N\ln\varepsilon}.$$

It vanishes at both ends: for $\varepsilon\to1$ there is no fibre, and for $\varepsilon\to0$ there is no void.

**The maximum.** By the product rule,

$$\frac{dS}{dr}=2\pi N\varepsilon+2\pi N r\,(-2\pi N r)\,\varepsilon
=2\pi N\varepsilon\,(1-2\pi N r^2).$$

The prefactor is positive, so the bracket fixes the sign. It changes from plus to minus once, at

$$\boxed{r_*=\frac{1}{\sqrt{2\pi N}}},\qquad \varepsilon_*=e^{-1/2},\qquad S_*=\frac{e^{-1/2}}{r_*}.$$

The last form uses $2\pi N r_*=1/r_*$. The exposed area therefore rises first and falls later if $r_0<r_*$, or equivalently if the initial porosity exceeds $e^{-1/2}\approx0.607$. A denser preform of such randomly overlapping cylinders loses area from the start. In a random sample, going from $1.2\,r_*$ to $1.4\,r_*$ multiplied the area by 0.903.

**Numbers.** Choose the model values $N=10^{-10}$ Å$^{-2}$ and $r_0=20000$ Å. Then

$$r_*=\frac{1}{\sqrt{2\pi\times10^{-10}}}\ \text{Å}=39894\ \text{Å},$$

about 4.0 µm. The coating at maximum area is $39894-20000=19894$ Å thick. The porosity has fallen from 0.8819 to 0.6065, so the fraction of the original void already filled is

$$\frac{0.8819-0.6065}{0.8819}=0.312 .$$

Meanwhile $S$ has grown from $1.108\times10^{-5}$ to $1.520\times10^{-5}$ Å$^{-1}$, a factor of 1.372. A calculation that freezes the initial area would underestimate the sink by about 27% of its true value at this point.

## 4. What turns the growth around

Two effects compete. An exposed arc of angle $\theta$ has length $r\theta$ and gains $\theta\,dr$. The exposed angle per unit area is $S/r$, so the gain rate is

$$G=\frac{S}{r}=2\pi N\varepsilon .$$

Arcs also lose length at the corners where two circles cross. Let the axes be a distance $d$ apart, and let $\omega$ be the angle between the two outward normals at the corner. The triangle formed by the axes and the corner has sides $r,r,d$ and apex angle $\omega$, so

$$\sin\frac{\omega}{2}=\frac{d}{2r}.$$

On either circle, the covered arc extends to an angle $\alpha$ from the line joining the axes, where $\cos\alpha=d/(2r)$. Hence $\alpha=\pi/2-\omega/2$. Differentiating at fixed $d$,

$$-\sin\alpha\,\frac{d\alpha}{dr}=-\frac{d}{2r^2}=-\frac{\cos\alpha}{r}
\quad\Rightarrow\quad r\frac{d\alpha}{dr}=\cot\alpha=\tan\frac{\omega}{2}.$$

Each of the two arcs loses this length per unit growth, so one corner costs $2\tan(\omega/2)$.

Next count the corners. The number of axis pairs per unit area with separation between $d$ and $d+\delta d$ is $\tfrac12N\cdot N\,2\pi d\,\delta d$, where the half prevents double counting. Each pair has two crossing points, and each is exposed with probability $\varepsilon$. From $d=2r\sin(\omega/2)$ we have $\delta d=r\cos(\omega/2)\,\delta\omega$, so $d\,\delta d=r^2\sin\omega\,\delta\omega$. The density of exposed corners is

$$n(\omega)\,\delta\omega=2\pi N^2r^2\varepsilon\,\sin\omega\,\delta\omega .$$

The total loss rate is therefore

$$\begin{aligned}
\Lambda&=2\pi N^2r^2\varepsilon\int_0^\pi 2\tan\frac{\omega}{2}\,\sin\omega\,d\omega\\
&=2\pi N^2r^2\varepsilon\int_0^\pi4\sin^2\frac{\omega}{2}\,d\omega
=(2\pi N r)^2\varepsilon ,
\end{aligned}$$

because the last integral is $2\pi$. Pairs that first touch during $dr$ add nothing at this order: their number is proportional to $dr$ and the arc each one covers to $\sqrt{dr}$.

The difference $G-\Lambda$ reproduces $dS/dr$, and

$$\frac{\Lambda}{G}=2\pi N r^2=\left(\frac{r}{r_*}\right)^2 .$$

At the maximum, the lengthening of convex arcs is cancelled by their burial at corners. In a sample of 39832 random axes, summing over the actual exposed corners gave ratios of 0.243, 1.006 and 2.571 at $r/r_*=0.5$, 1 and 1.6. The predictions are 0.25, 1 and 2.56. The sampled porosity and perimeter were also tested against their formulas at these radii, with a tolerance of 4%.

## 5. Removing the randomness

How much of this is due to random placement? Put the same number of axes on a square array of spacing $a=1/\sqrt N$. Below contact, $r<a/2$, nothing overlaps and $S=2\pi N r$ keeps rising. Just above contact, each of four neighbours covers an angle $2\alpha$ with $\cos\alpha=a/(2r)$, so

$$S=2\pi N r\left(1-\frac{4\alpha}{\pi}\right),\qquad
\frac{dS}{dr}=2\pi N\left(1-\frac{4\alpha}{\pi}-\frac4\pi\cot\alpha\right),$$

where $r\,d\alpha/dr=\cot\alpha$ was used. The void closes at $\alpha=\pi/4$. Up to there $\cot\alpha\ge1$, and since $4/\pi>1$ the derivative is negative.

The maximum is thus a cusp at contact. Here that means $r=50000$ Å and porosity $1-\pi/4=0.215$, compared with 39894 Å and 0.607 for random axes. The porosity at which area begins to fall is a property of the arrangement, not of cylinders as such. Real fibres do not overlap before they are coated, so they need their own $S(r)$. Until the first coatings meet, $S=2\pi Nr$ and the area grows, even if the porosity is below 0.607. In a random packing some fibres may almost touch from the start, and this stage is then very short. The area still rises for a while after it: the number of contacts grows as $u$ and each buries an arc of order $\sqrt u$, so the loss, of order $u^{3/2}$, is at first smaller than the gain, of order $u$.

## 6. Supplying the surface: Thiele analysis

Let gas of concentration $c$ diffuse along the straight pores with diffusivity $D$, and let it be consumed at the rate $kc$ per unit exposed area. The preform has half-length $L$, both ends are open at concentration $c_0$, and $z=0$ is the centre. The gas is taken as steady during slow growth, and $D$ as independent of pore size. This is continuum diffusion, which requires a mean free path much shorter than the pore width. In micrometre-sized pores the condition can fail at reduced pressure. Knudsen diffusion would need a $D$ that falls as the pores narrow.

The flux per total cross-section is $-D\varepsilon\,dc/dz$. Its decrease across a slice equals the consumption $kSc\,dz$, so for a uniform coating

$$D\varepsilon\frac{d^2c}{dz^2}=kSc .$$

Symmetry requires $dc/dz=0$ at the centre, which selects the cosh solution:

$$\frac{c}{c_0}=\frac{\cosh(\phi z/L)}{\cosh\phi},\qquad
\phi^2=\frac{kL^2}{D}\frac{S}{\varepsilon}=2\pi N r\,\frac{kL^2}{D}.$$

The exponential has cancelled. The modulus keeps growing after the area has begun to fall, because the void that carries the gas shrinks faster than the surface that consumes it. As long as the radius is the same at every depth, a falling $S$ therefore does not make the concentration more uniform.

The effectiveness, defined as the mean of $c/c_0$, is

$$\eta=\frac1L\int_0^L\frac{\cosh(\phi z/L)}{\cosh\phi}\,dz=\frac{\tanh\phi}{\phi}.$$

**Two limits.** For $\phi\ll1$, $\eta\approx1-\phi^2/3$ and the uptake per volume, $kc_0S\eta$, follows $S$. For $\phi\gg1$, $\eta\approx1/\phi$ and the uptake varies as $S/\phi\propto r^{1/2}e^{-\pi N r^2}$. Setting its logarithmic derivative to zero gives $1/(2r)=2\pi N r$, so $r=r_*/\sqrt2$. The uptake of a uniformly coated but diffusion-limited preform therefore peaks before its area does; the peak is seen only if $r_0<r_*/\sqrt2$. Its position relies on constant $D$. If $D$ were proportional to the pore width, $\varepsilon/S\propto1/r$, as in the Knudsen regime, then $\phi\propto r$ and the uptake would vary as $\varepsilon$, falling from the start.

**Numbers.** Take $D/k=10^9$ Å and a thin preform with $L=2\times10^6$ Å. At $r_*$,

$$\phi^2=\frac{L^2}{(D/k)\,r_*}=\frac{4\times10^{12}}{10^9\times39894}=0.100,
\qquad \phi=0.317 .$$

The centre concentration is 0.952 of the face value. At $1.6\,r_*$ the area has dropped to $1.115\times10^{-5}$ Å$^{-1}$, yet $\phi$ has risen to 0.401 and the centre value has fallen to 0.925. These values assume equal concentration across the section, a condition examined next.

**When may the cross-section be averaged?** First, reaction must be slow across one pore. In a round pore of radius $b$ the lowest mode is $J_0(q\rho/b)\cosh(qz/b)$, where $\rho$ is the distance from the pore axis. The wall condition $-D\,\partial c/\partial\rho=kc$ gives

$$qJ_1(q)=BJ_0(q),\qquad B=\frac{kb}{D}.$$

For small $q$, $J_1\approx q/2$ and $J_0\approx1$, hence $q^2\approx2B$. The squared axial decay constant is then $q^2/b^2=2k/(Db)$, which is $k/D$ times perimeter over area, as the averaged equation assumes. For $b=r_*$, $B=3.99\times10^{-5}$ and the exact value is 0.99999 of the averaged one. At $B=1$ the ratio is 0.79 and averaging is poor.

Secondly, different pores must have nearly the same concentration at equal depth. This holds if they are all only slightly depleted, or if they exchange gas sideways over distances short enough to even out the differences. Such exchange needs a connected void, though connection alone is not sufficient. For randomly overlapping circles, the void loses its connection across a large section at a porosity of about 0.32, or $r\approx1.5\,r_*$. In one sampled window the largest connected region held 99.7% of the void at $r_*$, but 8% at $2r_*$ (a share that varies from window to window). Once pores are separate, a pore of perimeter $P$ and area $A_p$ has its own modulus, $\phi_p^2=kL^2P/(DA_p)$, and those with large $P/A_p$ are coated least evenly. After separation, as in the example at $1.6\,r_*$, the averaged equation is therefore only an estimate. It remains useful where $\phi_p$ is small in the pores that hold most of the surface.

## 7. Letting the coating become uneven

Uniform growth was an assumption. To examine it, let the radius depend on depth and grow in proportion to the local concentration. With $u$ now the coating thickness at the open face,

$$\frac{\partial r}{\partial u}=\frac{c(z)}{c_0},\qquad
\frac{d}{dz}\left(\varepsilon\frac{dc}{dz}\right)=\frac{k}{D}\,Sc .$$

Here $\varepsilon$ stays inside the derivative because it varies with $z$. The local formulas for $\varepsilon$ and $S$ apply while $r$ changes slowly along the pore.

One bound needs no solution. At every depth $S(r(z))\le S_*$, so the depth-averaged area cannot exceed $S_*$, and it reaches that value only if $r=r_*$ throughout. Near the maximum, $dS/dr=S(1/r-r/r_*^2)$ gives $d^2S/dr^2=-2S_*/r_*^2$ at $r_*$, so to leading order the relative deficit is

$$1-\frac{\langle S\rangle}{S_*}\approx\frac{\langle(r-r_*)^2\rangle}{r_*^2}.$$

In the thin preform the mean area peaks when the face coating is 20400 Å, resolved in steps of 200 Å. The centre then has 0.964 of that thickness. The face radius is 40400 Å and the centre radius about 39660 Å, on either side of $r_*$. The largest deviation, about 506 Å, limits the estimated deficit to $(506/39894)^2\approx1.6\times10^{-4}$. The computed peak is 1.0000 of the ideal one, consistent with this.

For a thick preform, $L=4\times10^7$ Å, the modulus is already 4.48 at the start. The mean area now peaks at 0.84 of $S_*$, with a face coating of 44000 Å. The centre has received 0.015 of this, about 660 Å. The face region is far beyond $r_*$ and losing area, while the centre has hardly begun to gain it, so no single radius describes the preform. The value 0.84 belongs to the averaged model. At the face the radius is 64000 Å, or $1.6\,r_*$, where the void is no longer connected across the section, so the averaged equation is only an estimate in that region.

For the time step, this gives a rule within the present model. If $\phi$ is small, update one radius, letting it grow with the depth-averaged concentration, and use $S=2\pi N r\,e^{-\pi N r^2}$. If it is not, use the same law locally, with a radius for each depth. The numerical output lists the sampled quantities and, for both preforms, the state at which the mean area peaks.

## Calculated quantities

```
axis density N = 1.000e-10 A^-2; initial radius r0 = 20000 A
D/k = 1.000e+09 A
half-lengths: thin 2.000e+06 A, thick 4.000e+07 A
radius at maximum area r* = 39894.2 A
coating thickness at maximum = 19894.2 A
porosity: initial 0.8819, at maximum 0.6065
area per volume: initial 1.1082e-05 A^-1, maximum 1.5203e-05 A^-1
area gain S*/S0 = 1.3719
fraction of initial void filled at maximum = 0.3123
random sample: 39832 axes, box side 2.000e+07 A
r/r*: porosity sample, formula; S sample, formula (A^-1); loss/gain
  0.5: 0.8831, 0.8825; 1.101e-05, 1.106e-05; 0.243
  1.0: 0.6073, 0.6065; 1.516e-05, 1.520e-05; 1.006
  1.6: 0.2794, 0.2780; 1.114e-05, 1.115e-05; 2.571
dense start: S(1.4 r*)/S(1.2 r*) in sample = 0.903
square array: contact radius 50000 A, contact porosity 0.2146
square array S at r*, 0.98 and 1.10 contact radius: 2.507e-05, 3.079e-05, 1.565e-05 A^-1
largest connected share of void: at r* 0.997, at 2 r* 0.080
channel of radius r*: k r*/D = 3.989e-05
exact/averaged decay constant squared: 0.999990; for k a/D = 1: 0.7885
thin, r = 20000 A: phi 0.2242, centre/face 0.9754, effectiveness 0.9836
thin, r = 39894 A: phi 0.3166, centre/face 0.9519, effectiveness 0.9679
thin, r = 63831 A: phi 0.4005, centre/face 0.9248, effectiveness 0.9497
thick, r = 20000 A: phi 4.4840, centre/face 0.0226, effectiveness 0.2230
thick, r = 39894 A: phi 6.3329, centre/face 0.0036, effectiveness 0.1579
thick, r = 63831 A: phi 8.0106, centre/face 0.0007, effectiveness 0.1248
thin preform, peak mean area / ideal = 1.0000
  face coating then 20400 A, centre/face coating 0.9636
thick preform, peak mean area / ideal = 0.8375
  face coating then 44000 A, centre/face coating 0.0150
```
